# The band limit and sampling of a scalar aerial image

A projection lens forms an image of a mask, and a simulator or a scanning detector records its intensity at a finite density of points. The lens rejects light that is too steeply inclined, so the image cannot contain arbitrarily high spatial frequencies. How high can they be, and how densely must the intensity be sampled so that nothing between the points remains unknown?

## Setting and theorem

Let $\lambda$ be the vacuum wavelength and let the image lie in a homogeneous medium of refractive index $n_0$. A plane wave inclined at angle $\theta$ to the axis has transverse frequency $|\mathbf f|=n_0\sin\theta/\lambda$, in cycles per length. The pupil passes $\sin\theta\le\sin\theta_{\max}$. With the image-side numerical aperture $\mathrm{NA}=n_0\sin\theta_{\max}<n_0$, every transmitted wave obeys

$$|\mathbf f|\le c,\qquad c=\frac{\mathrm{NA}}{\lambda}.$$

Coordinates are at image scale. Samples are exact point values; noise and averaging over a detector's opening are left out. The light is scalar and quasi-monochromatic, and intensity means the time average of $|E|^2$. One realization of the fluctuating field in a chosen plane is

$$E(\mathbf x)=\int_{|\mathbf f|\le c}a(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f .$$

Here and below, frequency integrals include concentrated weight: at points, as for discrete diffraction orders, or on surfaces such as $\mathbf f=\mathbf f'$, as for an extended incoherent source. The correlations $W(\mathbf f,\mathbf f')=\langle a(\mathbf f)a^*(\mathbf f')\rangle$ are assumed to have finite total weight: the integral of $|W|$, concentrated parts included, is finite. No assumption is made about the mask thickness or the coherence of the source. Aberration and defocus change the phases of $a$ but not the range of $\mathbf f$.

**Theorem.** Let $B=2c=2\mathrm{NA}/\lambda$.

(a) The intensity in any image plane contains no frequency with modulus above $B$.

(b) Its values on an infinite square grid of spacing $\Delta<1/(2B)=\lambda/(4\mathrm{NA})$ determine it everywhere in that plane.

(c) At $\Delta=\lambda/(4\mathrm{NA})$ this remains true if the intensity spectrum is known beforehand to have no discrete line at $(\pm B,0)$ or $(0,\pm B)$, the axes being those of the grid. Without that condition, the samples can leave undetermined a term $A_x\sin(2\pi Bx)+A_y\sin(2\pi By)$.

Some such condition is needed: critical sampling does not determine every image.

## Proof of the band limit

Multiply the field by its conjugate and average:

$$I(\mathbf x)=\langle E(\mathbf x)E^*(\mathbf x)\rangle=\iint W(\mathbf f,\mathbf f')\,e^{2\pi i(\mathbf f-\mathbf f')\cdot\mathbf x}\,d^2f\,d^2f'.$$

The intensity therefore contains the difference frequencies $\mathbf g=\mathbf f-\mathbf f'$. By the triangle inequality,

$$|\mathbf g|\le|\mathbf f|+|\mathbf f'|\le 2c=B,$$

which proves (a). Collecting all pairs with the same difference gives

$$I(\mathbf x)=\int_{|\mathbf g|\le B}e^{2\pi i\mathbf g\cdot\mathbf x}\,d\mu(\mathbf g),$$

where $\mu$ is the spectral weight of the intensity, continuous part and lines together. Its total size is finite because that of $W$ is. ∎

The limit is a bound, not the width of every image spectrum: a clear mask lit by one plane wave gives a constant. Equality needs interference between opposite edges of the pupil. If several wavelengths contribute and their intensities add, the largest value of $2\mathrm{NA}/\lambda$ applies.

**Example: a coherent slit.** Take a slit of width $w$ along $x$, lit on axis. Its transmitted spectrum is $a(q)=\sin(\pi qw)/(\pi q)$ for $|q|\le c$. Setting $f=q+g$ and $f'=q$ in the double integral gives the intensity spectrum

$$\tilde I(g)=\int_{-c}^{c-g}a(q+g)\,a(q)\,dq,\qquad 0\le g\le B .$$

The limits express that both $q$ and $q+g$ lie in the pupil. The interval closes at $g=2c$.

The same image can be found in real space. Since $a$ is even,

$$E(x)=2\int_0^c\frac{\sin(\pi qw)\cos(2\pi qx)}{\pi q}\,dq .$$

The identity $2\sin\alpha\cos\beta=\sin(\alpha+\beta)+\sin(\alpha-\beta)$ and the definition $\mathrm{Si}(t)=\int_0^t(\sin s/s)\,ds$ give

$$E(x)=\frac1\pi\left\{\mathrm{Si}\!\left[2\pi c\left(x+\tfrac w2\right)\right]-\mathrm{Si}\!\left[2\pi c\left(x-\tfrac w2\right)\right]\right\}.$$

Choose the model values $\lambda=200$ nm, $\mathrm{NA}=0.5$ and $w=250$ nm. Then $c=0.5/(200\ \mathrm{nm})=2.5$ per µm and $B=5$ per µm. Numerical Fourier integration of $E^2$ gives 182.1, 70.1 and 9.54 nm at 1.0, 3.0 and 4.5 per µm, in agreement with quadrature of the overlap formula. At 5.5 and 7.0 per µm it gives zero to the four decimals computed.

## Sampling finer than critical

Let $\Delta<1/(2B)$ and define

$$\delta=\frac1\Delta-2B>0,\qquad K(u)=\operatorname{sinc}\!\left(\frac u\Delta\right)\operatorname{sinc}(\delta u),\qquad \operatorname{sinc}t=\frac{\sin\pi t}{\pi t}.$$

**Lemma.** For every real $x$ and every $|g|\le B$,

$$\sum_{n=-\infty}^{\infty}e^{2\pi ign\Delta}K(x-n\Delta)=e^{2\pi igx}.$$

**Proof.** Let $\hat K(\nu)=\int K(u)e^{-2\pi i\nu u}du$. The transform of $\operatorname{sinc}(u/\Delta)$ is $\Delta$ for $|\nu|<1/(2\Delta)$ and zero outside. That of $\operatorname{sinc}(\delta u)$ is $1/\delta$ for $|\nu|<\delta/2$ and zero outside. A product transforms into a convolution, so $\hat K(\nu)$ is $\Delta/\delta$ times the overlap length of an interval of length $1/\Delta$ centred at zero and one of length $\delta$ centred at $\nu$.

The overlap is complete, with length $\delta$, when

$$|\nu|\le\frac1{2\Delta}-\frac\delta2=B,$$

and there $\hat K=\Delta$. It vanishes when

$$|\nu|\ge\frac1{2\Delta}+\frac\delta2=\frac1\Delta-B .$$

Now consider

$$F(x)=\sum_n e^{-2\pi ig(x-n\Delta)}K(x-n\Delta).$$

Since $|K(u)|\le\Delta/(\pi^2\delta u^2)$, the sum converges absolutely and uniformly on each period. It is continuous and has period $\Delta$. Its $k$th Fourier coefficient is an integral over one period; the sum over $n$ joins these periods into the whole line:

$$\frac1\Delta\int_0^\Delta F(x)e^{-2\pi ikx/\Delta}dx=\frac1\Delta\int_{-\infty}^{\infty}K(u)e^{-2\pi i(g+k/\Delta)u}du=\frac1\Delta\hat K\!\left(g+\frac k\Delta\right).$$

For $k=0$ this is 1. For $k\ne0$, $|g+k/\Delta|\ge1/\Delta-B$, so it is 0. A continuous periodic function is fixed by its Fourier coefficients, hence $F(x)=1$. Multiplication by $e^{2\pi igx}$ gives the lemma. ∎

In two dimensions, $|\mathbf g|\le B$ implies $|g_x|\le B$ and $|g_y|\le B$. Apply the lemma along each axis, multiply the results, and integrate over $\mu$. Sum and integral may be exchanged because the kernel sums are absolutely bounded and $\mu$ has finite total size. The result is

$$I(x,y)=\sum_{n,m}I(n\Delta,m\Delta)\,K(x-n\Delta)\,K(y-m\Delta),$$

which proves (b). ∎

This formula uses infinitely many samples. In one dimension, if those with $|n|>N$ are omitted and $x$ is near the centre, the bound on $K$ limits the error to about

$$2I_{\max}\sum_{n>N}\frac{1}{\pi^2\delta\Delta n^2}\simeq\frac{2I_{\max}}{\pi^2\delta\Delta N}.$$

The factor $1/(\delta\Delta)$ is the price of approaching critical spacing, where $\delta$ tends to zero.

## Critical sampling

**Proof of (c).** Suppose two images agree at all grid points with $\Delta=1/(2B)$. Let $\eta$ be the difference of their spectral weights. Then, for all integers $n,m$,

$$\int_{|\mathbf g|\le B}e^{2\pi i(ng_x+mg_y)/(2B)}\,d\eta(\mathbf g)=0 .$$

These exponentials do not change when $g_x$ or $g_y$ changes by $2B$. The equations therefore say that all Fourier coefficients vanish for the weight obtained by folding frequency space into a square of side $2B$. That folded weight is zero.

Folding can join two different points of the disc only if they are separated by a nonzero vector with components that are multiples of $2B$. The disc has diameter $2B$, so the points must be $(B,0)$ and $(-B,0)$, or $(0,B)$ and $(0,-B)$. Everywhere else $\eta$ itself is zero. On the first pair the two weights must cancel, say $\beta$ and $-\beta$, and contribute

$$\beta\left(e^{2\pi iBx}-e^{-2\pi iBx}\right)=2i\beta\sin(2\pi Bx).$$

Since intensities are real, this is $A_x\sin(2\pi Bx)$ with real $A_x$. The second pair gives the corresponding term in $y$. Both vanish on the grid because $\sin(2\pi Bn\Delta)=\sin(\pi n)=0$. If neither image has lines at these four points, both terms are absent. ∎

**A physical counterexample.** Send two mutually coherent beams through opposite edges of the pupil:

$$E(x)=\frac{e^{2\pi icx}+i\,e^{-2\pi icx}}{\sqrt2}.$$

Each beam contributes $1/2$ to the intensity. The cross terms add to $\operatorname{Re}(-i\,e^{4\pi icx})=\sin(4\pi cx)$. Since $2c=B$,

$$I(x)=1+\sin(2\pi Bx).$$

In the model above, the critical spacing is $1/(2\times5\ \text{per µm})=100$ nm. The intensity runs from 0 to 2, but every sample at $x=n\times100$ nm equals 1. The samples cannot distinguish full modulation from uniform light.

A spacing of 90 nm removes the ambiguity. With 40,001 samples, the kernel $K$ reconstructs this pattern near the centre with a largest error of $5\times10^{-5}$ relative to the mean intensity. Here $\delta\Delta=1-2B\Delta=0.1$, and the truncation estimate with $I_{\max}=2$ and $N=20{,}000$ is about $2\times10^{-4}$, consistent with the smaller error found.

No square grid with a spacing coarser than critical works for all images. If $\Delta>1/(2B)$, choose $g=1/(2\Delta)<B$. Two coherent beams at $\pm g/2$ can form $1+\sin(2\pi gx)$, whose samples are again all 1.

**Extended sources.** For a thin periodic mask, tilting the illumination shifts all diffraction orders by a common vector $\mathbf s$. Two orders $\mathbf p,\mathbf p'$ with $|\mathbf p-\mathbf p'|=2c$ can both pass only at opposite ends of a pupil diameter. This requires $\mathbf s=-(\mathbf p+\mathbf p')/2$, a single source point for each pair. An incoherent source of bounded brightness gives a single point zero weight, so the edge lines vanish and critical spacing suffices.

Replacing the source by discrete points can restore the line artificially. Take two equal orders at $\pm c$ along $x$, and $2h+1$ equally bright source points evenly spaced along the same direction from $s=-0.6c$ to $s=0.6c$. The central point passes both orders and gives $2+2\cos(2\pi Bx)$. Each of the other $2h$ points passes one order and gives 1. The total is $2h+2+2\cos(2\pi Bx)$, with contrast

$$\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}=\frac{2}{2h+2}=\frac1{h+1}.$$

For 11, 101 and 1001 points, direct summation gives 0.167, 0.0196 and 0.0020. The contrast tends to zero as the source is filled.

## Intensity samples and field samples

For the isolated slit, $\tilde I$ is an ordinary square-integrable function on $(-B,B)$. Expand it in a Fourier series of period $2B=1/\Delta$:

$$\tilde I(g)=\Delta\sum_n I(n\Delta)e^{-2\pi ign\Delta}.$$

The coefficient follows from $(1/2B)\int_{-B}^{B}\tilde I(g)e^{2\pi ign\Delta}dg=\Delta I(n\Delta)$. Multiply by $e^{2\pi igx}$ and integrate over the band. Each term gives

$$\Delta\int_{-B}^{B}e^{2\pi ig(x-n\Delta)}dg=\operatorname{sinc}\!\left(\frac{x-n\Delta}{\Delta}\right),$$

so $I(x)=\sum_nI(n\Delta)\operatorname{sinc}(x/\Delta-n)$. Term-by-term integration is allowed because the series converges in mean square.

The same argument applied to the coherent field, whose limit is $c$ instead of $B$, gives the spacing $1/(2c)=\lambda/(2\mathrm{NA})$. For the slit, complex-field samples every 200 nm suffice. With 40,001 samples on a grid through the slit's centre, squaring the reconstructed field restores the intensity near the slit to a few times $10^{-15}$, and intensity samples every 100 nm do about as well. In both cases the remainder comes from the omitted samples $|n|>N$ and falls as $N^{-3}$. This grid meets the zeros of the field's slowly decaying tail, which varies as $\sin(2\pi cx)/x$. On a displaced grid, the error of a finite sum of field samples falls only as $1/N$. Intensity samples every 200 nm on the grid through the slit's centre, inserted in the sinc series for that spacing, give errors of up to about 0.22 relative to clear-field intensity; the size depends on where the grid lies and is larger when the grid is displaced. Squaring can double the bandwidth, so the spacing limit for the intensity is half that for the field along each axis.

## A periodic two-dimensional image

For an image of period $P$ in both directions, a finite number of samples is enough. Along one axis,

$$I(x)=\sum_{m=-M}^{M}C_me^{2\pi imx/P},\qquad M=\lfloor BP\rfloor .$$

Take $N\ge2M+1$ equally spaced samples. Then

$$\frac1N\sum_{j=0}^{N-1}I\!\left(\frac{jP}{N}\right)e^{-2\pi im'j/N}=\sum_m C_m\,\frac1N\sum_{j=0}^{N-1}e^{2\pi i(m-m')j/N}=C_{m'} .$$

The last sum is zero unless $m=m'$, because $|m-m'|\le2M<N$. Applying this along both axes gives all coefficients.

Let $P=1100$ nm, with the same $\lambda$ and NA. The mask has two openings in an opaque background: one $300\times400$ nm, centred at $(350,450)$ nm, and one $250\times300$ nm, centred at $(730,620)$ nm with opposite phase. An incoherent disc source of radius $0.6c$ is represented by 113 points, and the intensities below belong to this discrete source. The pupil includes 100 nm of defocus and the coma phase $2\pi(0.05)(3\rho^2-2)f_x/c$, where $\rho=|\mathbf f|/c$. The field of each source point is summed over its transmitted orders, and the intensities are averaged. Clear-mask intensity is 1.

Here $BP=5\times1.1=5.5$, so $M=5$ and $N=11$. The spacing is $1100/11=100$ nm, which is critical, but no order lies at $m=5.5$ and the edge ambiguity is absent. The $11\times11$ samples reproduce the image on a 25 nm grid to about $10^{-15}$.

With $10\times10$ samples, orders $+5$ and $-5$ have the same sample values and cannot be separated. The largest error on the 25 nm grid is 0.0023, small because this image has little weight near the band edge. With $5\times5$ samples it is 0.45. A small error at slightly coarse sampling is thus a property of the particular image, not a guarantee.

The largest intensity on the 25 nm grid is 1.127, at $(350,450)$ nm, while the largest of the $11\times11$ samples, taken at multiples of 100 nm and so missing this point by 50 nm along each axis, is 0.964. The trigonometric reconstruction recovers 1.127. Linear interpolation of the same samples errs by up to 0.198. The samples contain the peak, but it must be extracted with the band-limited formula.

## What one plane does not determine

Consider two coherent fields with real amplitude $b$ and period $p$:

$$E_\pm(x)=1\pm ib\cos(2\pi x/p).$$

In focus both have intensity $1+b^2\cos^2(2\pi x/p)$. In air, moving a distance $z$ multiplies the cosine by $e^{i\phi}$, apart from a common phase, with

$$\phi=2\pi z\left(\sqrt{\lambda^{-2}-p^{-2}}-\lambda^{-1}\right).$$

Since $\operatorname{Re}(ie^{i\phi})=-\sin\phi$, the intensities become

$$I_\pm=1+b^2\cos^2\frac{2\pi x}{p}\mp2b\sin\phi\cos\frac{2\pi x}{p}.$$

For $b=0.5$, $p=500$ nm and $\lambda=200$ nm, both equal 1.25 at $x=0$ in focus. At $z=300$ nm they are 1.958 and 0.542. Intensity samples in one plane therefore determine the image in that plane, but not the image through focus.

The theorem also does not limit the spectrum of a developed resist pattern. An ideal threshold between the lowest and highest intensity turns the smooth image into a function that jumps between two values, and a jump cannot be built from a bounded band with finite total weight. In such a threshold model, the intensity should be reconstructed first and the threshold applied afterwards.
